# From Planck's Spectral Radiance to the Stefan-Boltzmann Law

**Q:** Planck's formula describes one frequency and one direction at a time. How do I get from it to the total power that a hot black surface sends out, and what exactly does the formula count?

**A:** It gives the spectral radiance $B_\nu$: the power per unit area perpendicular to the ray, per steradian of direction and per hertz of frequency. For a black surface at uniform temperature $T$, facing vacuum,

$$B_\nu(T)=\frac{2h\nu^3}{c^2}\,\frac{1}{e^{h\nu/k_BT}-1}.$$

Both polarizations are included, and no direction is preferred. I take the surface to be flat on the scale of the emitted wavelengths and far from other bodies.

**Q:** I do not want to start from a formula I must believe. Where does it come from?

**A:** From counting waves in a large box of side $L$ with periodic boundaries. The allowed waves are labelled by three integers, $\mathbf q=(q_x,q_y,q_z)$, and have frequency $\nu=cq/L$, where $q=|\mathbf q|$. Those below frequency $\nu$ fill a sphere of radius $\nu L/c$ in the space of integers. With two polarizations, and when this radius is much larger than one, their number is closely

$$2\cdot\frac{4\pi}{3}\left(\frac{\nu L}{c}\right)^3 .$$

Differentiating with respect to $\nu$ and dividing by $L^3$ gives $8\pi\nu^2/c^3$ modes per unit volume and frequency.

Each mode has energies $\ell h\nu$ above its ground state, with $\ell=0,1,2,\dots$ and Boltzmann weights $w^\ell$, where $w=e^{-h\nu/k_BT}$. The sum of the weights is $1/(1-w)$. Applying $w\,d/dw$ to it gives $\sum\ell w^\ell=w/(1-w)^2$. The mean energy is therefore

$$h\nu\,\frac{w/(1-w)^2}{1/(1-w)}=\frac{h\nu\,w}{1-w}=\frac{h\nu}{e^{h\nu/k_BT}-1}.$$

The ground-state energy is left out because it cannot be given up as heat. The product of mode density and mean energy is the energy density $u_\nu$. A fraction $d\Omega/4\pi$ of it travels within the solid angle $d\Omega$, at speed $c$, so the radiance is $B_\nu=cu_\nu/4\pi$, which is the formula above.

**Q:** That describes radiation inside a box. Why should a surface in the open emit it?

**A:** Put the black surface inside an enclosure at the same temperature. In equilibrium the radiation has radiance $B_\nu$ in every direction, including the directions leaving the surface. A black surface reflects nothing, so all the radiation leaving it was emitted by it. If the enclosure is removed and the surface kept at $T$, its emission is unchanged, because that is set by its own thermal state.

**Q:** Then I integrate $B_\nu$ over the outer hemisphere, whose solid angle is $2\pi$, and get $2\pi B_\nu$.

**A:** That would overcount. Radiance refers to area perpendicular to the ray. A surface element $dA$ seen at angle $\theta$ from its normal presents only the area $dA\cos\theta$. The flux $M$, meaning power per unit area of the surface itself, therefore obeys

$$dM=B_\nu\cos\theta\,d\Omega\,d\nu,\qquad d\Omega=\sin\theta\,d\theta\,d\phi .$$

Since $B_\nu$ does not depend on direction, the angular factor separates:

$$\int_0^{2\pi}d\phi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta
=2\pi\left[\frac{\sin^2\theta}{2}\right]_0^{\pi/2}=\pi .$$

Stopping at a smaller angle $\theta$ gives $\pi\sin^2\theta$, so the share of the flux within that angle of the normal is $\sin^2\theta$. Half of the power leaves within $45^\circ$, and a quarter leaves between $60^\circ$ and grazing.

**Q:** Fine, $M=\pi\int_0^\infty B_\nu\,d\nu$. Must I do that integral again for each temperature?

**A:** No. Measure frequency in thermal units, $x=h\nu/k_BT$. Then $\nu=k_BTx/h$ and $d\nu=(k_BT/h)\,dx$. The factor $\nu^3d\nu$ supplies four powers of $k_BT/h$:

$$M=\frac{2\pi h}{c^2}\left(\frac{k_BT}{h}\right)^4\int_0^\infty\frac{x^3}{e^x-1}\,dx
=\frac{2\pi k_B^4T^4}{h^3c^2}\,I .$$

The number $I$ contains no temperature, so the fourth power is established before $I$ is known. Three powers come from the range of wavevectors that are thermally excited, and one from the energy per mode.

**Q:** How do you find $I$? Expanding $1/(e^x-1)$ in exponentials looks risky, since the series diverges at $x=0$.

**A:** Keep a finite number of terms and control what is left. The finite geometric sum gives

$$\frac{1}{e^x-1}=\sum_{n=1}^{N}e^{-nx}+\frac{e^{-Nx}}{e^x-1}.$$

For each term, integration by parts lowers the power of $x$ by one, and the boundary terms vanish:

$$\int_0^\infty x^3e^{-nx}dx=\frac3n\int_0^\infty x^2e^{-nx}dx
=\frac{3\cdot2}{n^2}\int_0^\infty xe^{-nx}dx=\frac{6}{n^4}.$$

For the remainder, use $e^x-1\ge x$:

$$0<\int_0^\infty\frac{x^3e^{-Nx}}{e^x-1}dx\le\int_0^\infty x^2e^{-Nx}dx=\frac{2}{N^3}.$$

This vanishes as $N$ grows, so

$$I=6\sum_{n=1}^{\infty}\frac1{n^4}.$$

For $N=10$ the terms add to $6.49222$ and the remainder is $0.00172$, below its bound of $0.002$.

**Q:** You have exchanged an integral for an infinite sum. I will not accept its value from a table.

**A:** It can be trapped between two sums that are known in closed form. Choose a positive integer $m$ and the angles $\theta_k=k\pi/(2m+1)$, $k=1,\dots,m$. They lie between $0$ and $\pi/2$, and $\sin((2m+1)\theta_k)=0$. The imaginary part of $(\cos\theta+i\sin\theta)^{2m+1}$ is

$$\sin((2m+1)\theta)=\sum_{j=0}^{m}(-1)^j\binom{2m+1}{2j+1}\cos^{2m-2j}\theta\,\sin^{2j+1}\theta .$$

Set this to zero, divide by $\sin^{2m+1}\theta$, and write $t=\cot^2\theta$:

$$\binom{2m+1}{1}t^m-\binom{2m+1}{3}t^{m-1}+\binom{2m+1}{5}t^{m-2}-\dots=0 .$$

The $m$ numbers $\cot^2\theta_k$ are all different, so they are all the roots of this polynomial of degree $m$. Its coefficients give the sum of the roots, $S_2$, and the sum of their products in pairs, $P$:

$$S_2=\frac{\binom{2m+1}{3}}{2m+1}=\frac{m(2m-1)}{3},$$

$$P=\frac{\binom{2m+1}{5}}{2m+1}=\frac{m(2m-1)(m-1)(2m-3)}{30}.$$

Squaring the sum of the roots produces each square once and each pair twice. Hence

$$\begin{aligned}
S_4&=\sum_k\cot^4\theta_k=S_2^2-2P\\
&=\frac{m(2m-1)}{45}\left[5m(2m-1)-3(m-1)(2m-3)\right]\\
&=\frac{m(2m-1)(4m^2+10m-9)}{45}.
\end{aligned}$$

**Q:** Those are sums of cotangents. I asked for a sum of inverse fourth powers.

**A:** For an angle between $0$ and $\pi/2$, comparing areas in the unit circle gives $\sin\theta<\theta<\tan\theta$. Taking inverse squares,

$$\cot^2\theta<\frac1{\theta^2}<\frac1{\sin^2\theta}=1+\cot^2\theta .$$

Square once more, insert $\theta_k$, sum over $k$, and multiply by $\pi^4/(2m+1)^4$:

$$\frac{\pi^4S_4}{(2m+1)^4}<\sum_{k=1}^m\frac1{k^4}<\frac{\pi^4(S_4+2S_2+m)}{(2m+1)^4}.$$

For large $m$, $S_4$ grows as $8m^4/45$ and the denominator as $16m^4$, while $S_2$ grows only as $m^2$. Both sides therefore approach $\pi^4\cdot8/(45\cdot16)=\pi^4/90$, and the sum between them must do the same. At $m=100$ the three members are $1.08179$, $1.08232$ and $1.08259$.

So $I=6\pi^4/90=\pi^4/15$, and

$$M=\sigma T^4,\qquad \sigma=\frac{2\pi k_B^4}{h^3c^2}\cdot\frac{\pi^4}{15}=\frac{2\pi^5k_B^4}{15h^3c^2}.$$

The units are $\mathrm{J^4K^{-4}}$ divided by $\mathrm{J^3s^3\,m^2s^{-2}}$, which is $\mathrm{W\,m^{-2}K^{-4}}$. The constants give $\sigma=5.670374\times10^{-8}\ \mathrm{W\,m^{-2}K^{-4}}$.

**Q:** If the factor $\cos\theta$ or the factor $4\pi$ in the radiance were wrong, the algebra would still look tidy. Is there a route that avoids both?

**A:** Return to the box and add up the energy flow of its individual modes across a plane normal to $z$. A mode with energy density $E/L^3$ carries energy through the plane at the rate $(E/L^3)\,c\,q_z/q$ per unit area. Counting the modes that travel outward,

$$M_L=\frac{2c}{L^3}\sum_{q_z>0}\frac{h\nu}{e^{h\nu/k_BT}-1}\,\frac{q_z}{q},\qquad \nu=\frac{cq}{L}.$$

No radiance or solid angle has been used, so the factor $4\pi$ is tested independently. The cosine is not avoided: $q_z/q$ is $\cos\theta$, here obtained as the normal component of the velocity instead of as a projected area. At $1073\ \mathrm K$, a box of side $26.82\ \mathrm{\mu m}$ gives a flux $1.047\%$ below $\sigma T^4$. Doubling the side reduces the shortfall to $0.263\%$.

**Q:** Why a shortfall, and why does it drop by a factor of four?

**A:** Let $a=hc/(Lk_BT)$ be the spacing of the modes in thermal units, and let $\mathbf x=a\mathbf q$. Then

$$M_L=\frac{2k_B^4T^4}{h^3c^2}\;a^3\sum_{x_z>0}\frac{x_z}{e^x-1}.$$

For small $a$ the sum times $a^3$ becomes an integral over a half-space, equal to $\pi I$, and $\sigma T^4$ returns. For finite $a$, look at the sum along $z$. If the transverse part of $\mathbf x$ is not zero, the summand $f(x_z)$ vanishes at $x_z=0$, so the sum is a trapezoidal rule. The single line with zero transverse part is an exception, but it alters the error found below only at order $a^3$. On each interval this rule exceeds the integral by about $a^3f''/12$. Adding the intervals gives $-a^2f'(0)/12$, where $f'(0)=1/(e^{x_\perp}-1)$ and $x_\perp$ is the length of the transverse part of $\mathbf x$.

To leading order the transverse sums can be taken as integrals:

$$-\frac{a^2}{12}\int_0^\infty\frac{2\pi x_\perp dx_\perp}{e^{x_\perp}-1}
=-\frac{a^2}{12}\cdot2\pi\cdot\frac{\pi^2}{6}=-\frac{\pi^3a^2}{36}.$$

The value $\pi^2/6$ is $\sum1/n^2$, which follows from $S_2$ by the same squeeze. Dividing by $\pi I=\pi^5/15$ gives the relative shift $-5a^2/(12\pi^2)$. The two boxes have $a=0.5$ and $0.25$, for which this estimate is $-1.06\%$ and $-0.26\%$. The shift scales as $1/L^2$ and belongs to the finite box, not to the law.

**Q:** Would a simpler classical formula do?

**A:** Not over the whole spectrum. At low frequency, $e^x-1\approx x$, and the integrand becomes $x^2$. This is the classical limit, with energy $k_BT$ in each mode. Used at all frequencies it gives an infinite flux. Used up to a cutoff $x_c\ll1$, it gives, to leading order, the share of the flux below that cutoff:

$$\frac{x_c^3/3}{\pi^4/15}=\frac{5x_c^3}{\pi^4}.$$

At high frequency, $1/(e^x-1)\approx e^{-x}$, which is Wien's law. Used everywhere, it keeps only the first term of the series, $6$ out of $6.494$. The total is then $92.4\%$ of the correct one, at every temperature.

**Q:** Give me a case with numbers. Can a metal such as niobium be used, given that metals are poor emitters?

**A:** Use a hole in a hollow piece of it. Take a niobium sphere of inner diameter $40\ \mathrm{mm}$ at $1073\ \mathrm K$, with a thin-edged hole $2\ \mathrm{mm}$ across. Its inner wall is roughened so that it scatters light diffusely. Light entering the hole is partly absorbed at each reflection and rarely meets the small opening again, so the hole is nearly black. As an ideal black surface it emits

$$M=5.670374\times10^{-8}\times1073^4\ \mathrm{W/m^2}=7.516\ \mathrm{W/cm^2},$$

or $75.16\ \mathrm{kW/m^2}$. The hole area is $\pi(0.1\ \mathrm{cm})^2=0.03142\ \mathrm{cm^2}$, so the power is $7.516\times0.03142=0.236\ \mathrm W$.

The thermal energy $k_BT$ is $0.0925\ \mathrm{eV}$. The radiance per unit frequency peaks at $x=2.821$, a photon energy of $0.261\ \mathrm{eV}$. The radiance per unit wavelength peaks at $2.70\ \mathrm{\mu m}$. These are different points of the spectrum: $|d\nu/d\lambda|=c/\lambda^2$ adds a factor proportional to $x^2$, which moves the maximum to larger $x$. Only about $6\times10^{-6}$ of the flux lies below $700\ \mathrm{nm}$; extending the limit to $780\ \mathrm{nm}$, the far red end of the visible range, raises this only to about $3\times10^{-5}$, and the rest is infrared.

**Q:** "Nearly black" is not a number. How much does the hole fall short?

**A:** Suppose the wall is isothermal, diffuse and grey, with emissivity $\varepsilon$, and let the hole remove a fraction $f$ of the full spherical area. Let $J$ be the total flux leaving the wall, emitted plus reflected; its radiance is $J/\pi$. The chord between two points of a sphere of radius $R$ makes the same angle $\theta$ with both normals and has length $2R\cos\theta$. The power passing from $dA_1$ to $dA_2$ is

$$\frac J\pi\,\frac{\cos^2\theta\,dA_1dA_2}{4R^2\cos^2\theta}=J\,\frac{dA_1dA_2}{4\pi R^2}.$$

The angle has cancelled, so every part of the sphere is lit equally. With nothing entering from outside, the incident flux is $(1-f)J$, and

$$J=\varepsilon\sigma T^4+(1-\varepsilon)(1-f)J
\;\Rightarrow\;
\frac{J}{\sigma T^4}=\frac{\varepsilon}{\varepsilon+(1-\varepsilon)f}.$$

The missing cap has area $4\pi R^2f$ and receives the power $4\pi R^2f(1-f)J$. If its height is $d$, then $f=d/2R$, and the flat opening has area $\pi d(2R-d)=4\pi R^2f(1-f)$. The mean flux through the opening is therefore $J$, and the ratio above is its effective emissivity.

Here $f=\tfrac12\left[1-\sqrt{1-(2/40)^2}\right]=6.25\times10^{-4}$. For $\varepsilon=0.2$ the hole emits $0.25\%$ less than a black surface; for $\varepsilon=0.1$, $0.56\%$ less. These figures require a diffuse wall. In a mirror-smooth sphere each ray stays in one plane through the centre and advances by the same angle at every reflection. Some paths then return to the hole after only a few reflections, and the shortfall can be much larger.

The formula was also tested on a much larger opening, $f=0.1$ with $\varepsilon=0.2$, by following 200,000 random rays sent in through it. The absorbed share was $0.714$, with a statistical standard error of about $0.001$; the formula also gives $0.714$. Absorption serves here because a grey wall absorbs the fraction $\varepsilon$, and summing over successive reflections gives the same ratio.

**Q:** And how does this compare with real niobium in a real furnace?

**A:** The temperature, about $800\,^\circ\mathrm C$, is an assumed furnace setting. The emissivity of $0.2$ is an assumed value for illustration; the real one depends on surface finish, oxide and wavelength, and can be lower for smooth, clean metal. A bare part is far from black: with $\varepsilon=0.2$ its outer surface emits $1.50\ \mathrm{W/cm^2}$, a fifth of the ideal flux. For the hole with its diffuse wall, a temperature error of a few kelvin matters more than a wall emissivity of $0.1$ instead of $0.2$. An error of $+5\ \mathrm K$ raises the calculated flux by $1.9\%$, close to the first-order estimate $4\times5/1073$. If the temperature varies along a diffuse wall of uniform $\varepsilon$, the $T^4$ in the hole's total power is replaced by its average over the wall area, because each wall element lights the whole sphere equally. Where the hotter parts lie then affects the directions in which the power leaves, but not its total.

**Q:** Does the hole really lose $0.236\ \mathrm W$ if the room is warm?

**A:** That is the emitted power. If the hole faces black surroundings at $300\ \mathrm K$, radiation also enters. Its flux is $(300/1073)^4=0.61\%$ of the ideal black flux at $1073\ \mathrm K$. The net loss is lower by that fraction, because the same effective emissivity governs absorption and emission by this grey cavity.

**Q:** You treated light as rays. Where does that fail?

**A:** When the wavelength is no longer small compared with the opening. The share of the flux at wavelengths above a tenth of the hole diameter, $0.2\ \mathrm{mm}$, is $1.5\times10^{-5}$, in the classical tail described earlier. This counts long wavelengths only and is not an estimate of the diffraction error. A ray at angle $\theta$ sees the hole diameter $D$ foreshortened to $D\cos\theta$, and the share of the flux for which $D\cos\theta$ is below ten wavelengths is about $10^{-3}$. Both shares are small beside the $1.9\%$ caused by a $5\ \mathrm K$ error. For a hole only a few micrometres across, the main part of this spectrum would be affected, and the ray result could not be trusted.

A second limit concerns distance. The derivation counts waves that travel away from the surface. Two bodies separated by less than about a thermal wavelength can also exchange energy through evanescent fields, which decay with distance and are absent from $B_\nu$. The law then does not set the heat exchanged across the gap.

**Q:** And if the surface faces a transparent medium instead of vacuum?

**A:** If the medium has a refractive index $n_r$ that is constant over the thermal spectrum, the waves travel at $c/n_r$. The counting of modes and the speed of energy flow both use that speed, so $c^2$ in the denominator of $\sigma$ becomes $c^2/n_r^2$. A surface that is black towards that medium emits $n_r^2\sigma T^4$ into it. With an index that varies with frequency, the factor must stay inside the frequency integral, and the total need no longer follow $T^4$. The values used here are listed in the numerical output below.

## Table of computed values

```
GENERAL RESULT
h = 6.62607015e-34 J s
kB = 1.380649e-23 J/K
c = 299792458 m/s
sigma from formula = 5.670374e-08 W/(m^2 K^4)
angular integral = 3.141593 sr
flux share within 30 deg of normal = 0.2500
flux share within 45 deg of normal = 0.5000
flux share within 60 deg of normal = 0.7500
integral of x^3/(e^x-1), quadrature = 6.49393940
pi^4/15 = 6.49393940
first ten series terms = 6.492220
remainder after ten terms = 0.001720
bound on that remainder = 0.002000
first term only / full integral = 0.9239
squeeze m=100: lower bound = 1.081793
squeeze m=100: sum of 1/k^4 = 1.082323
squeeze m=100: upper bound = 1.082591
pi^4/90 = 1.082323
MODE SUM IN A PERIODIC BOX AT THE EXAMPLE TEMPERATURE
smaller box side = 26.82 um
its flux / (sigma T^4) - 1 = -1.047 %
larger box side = 53.64 um
its flux / (sigma T^4) - 1 = -0.263 %
EXAMPLE: HOLE IN A HOLLOW NIOBIUM SPHERE
temperature = 1073 K
sphere inner diameter = 40 mm
hole diameter = 2 mm
kB T = 0.09246 eV
flux by quadrature = 7.5164 W/cm^2
flux sigma T^4 = 7.5164 W/cm^2
same flux = 75.164 kW/m^2
hole area = 0.03142 cm^2
power through hole = 0.2361 W
x at peak of B_nu = 2.8214
photon energy at peak of B_nu = 0.2609 eV
wavelength at peak of B_lambda = 2.701 um
flux share below 700 nm = 6.09e-06
NEGLECTED EFFECTS
flux change for +5 K = 1.88 %
return from 300 K surroundings = 0.61 %
open fraction f of sphere = 6.254e-04
deficit, wall emissivity 0.2 = 0.250 %
deficit, wall emissivity 0.1 = 0.560 %
bare wall flux, emissivity 0.2 = 1.503 W/cm^2
flux share, wavelength > hole/10 = 1.51e-05
ray test f=0.1, wall 0.2: traced = 0.7141
ray test: formula = 0.7143
```
